# Symmetry and good quantum numbers of an atom in static fields

## Problem

An atom with a fixed point nucleus is placed in a uniform static electric field \(\mathbf F\), a uniform static magnetic field \(\mathbf B\), or both. Find the symmetry group and the good quantum numbers when

1. only \(\mathbf F\) acts,
2. only \(\mathbf B\) acts,
3. the fields are parallel,
4. the fields are perpendicular,
5. the fields meet at some other angle.

Decide in each case whether the levels \(+M\) and \(-M\) coincide and whether parity survives. Consider the operations built from rotations, parity \(P\) and time reversal \(T\), acting on all electrons together.

## A tempting solution

A uniform field is an arrow. An arrow is unchanged by every rotation about itself and by every reflection in a plane that contains it. These operations form the group \(C_{\infty v}\). The inversion \(\mathbf r\to-\mathbf r\) reverses the arrow, so parity is lost.

The rotations make \(M\) a good quantum number. A reflection in a plane containing the axis reverses the sense of rotation about the axis, so it turns \(M\) into \(-M\) at the same energy. This would hold for \(\mathbf F\), for \(\mathbf B\), and for two parallel arrows. For perpendicular arrows one mirror would remain, the plane containing both.

The group found this way is right for \(\mathbf F\) and wrong wherever \(\mathbf B\) enters. A spinless electron with orbital quantum number \(m\) has the first-order magnetic energy \(\tfrac12Bm\) (atomic units), which differs for \(m\) and \(-m\).

## Where it fails

The fault is in drawing \(\mathbf B\) as an ordinary arrow. Replace it by the current loop that produces it. Reflect the loop in a plane containing its axis: the current now circulates the other way, and \(\mathbf B\) is reversed. Invert the loop through its centre: each current element changes both position and direction, the circulation is the same, and \(\mathbf B\) is unchanged. Time reversal reverses the current and hence \(\mathbf B\), while the static charges that produce \(\mathbf F\) are unaffected.

The Hamiltonian must show the same behaviour.

## The Hamiltonian and its transformation law

In atomic units the electron has charge \(-1\). Its potential energy in the electric field is \(+\mathbf F\cdot\mathbf r\), and its kinetic energy is \(\tfrac12(\mathbf p+\mathbf A)^2\). Choose \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\). Since \(\nabla\cdot\mathbf A=0\), the cross terms combine:

\[
\tfrac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)=\mathbf A\cdot\mathbf p
=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p).
\]

Summing over electrons and adding the spin energy, with \(g_s\) the electron \(g\) factor,

\[
H(\mathbf F,\mathbf B)=H_0+\mathbf F\cdot\sum_i\mathbf r_i
+\tfrac12\mathbf B\cdot(\mathbf L+g_s\mathbf S)+\tfrac18\sum_i|\mathbf B\times\mathbf r_i|^2 .
\]

\(H_0\) holds the field-free kinetic, Coulomb and spin-orbit energies and is invariant under rotations, \(P\) and \(T\). The small changes that the fields make in the spin-orbit term itself are dropped.

Label an operation by \((R,s,\tau)\): a rotation \(R\), combined with \(P\) if \(s=-1\) and with \(T\) if \(\tau=-1\). Let \(O\) be its operator on states.

- **Rotation.** \(O\mathbf r\,O^{-1}=R^{-1}\mathbf r\), so \(\mathbf F\cdot\mathbf r\) becomes \(\mathbf F\cdot(R^{-1}\mathbf r)=(R\mathbf F)\cdot\mathbf r\). In the same way \(\mathbf B\) is replaced by \(R\mathbf B\).
- **Parity.** \(\mathbf r\) and \(\mathbf p\) change sign, so \(\mathbf L=\sum\mathbf r\times\mathbf p\) does not, and neither does \(\mathbf S\). The effect is \(\mathbf F\to-\mathbf F\), \(\mathbf B\to\mathbf B\).
- **Time reversal.** \(\mathbf r\) is unchanged, while \(\mathbf p\), \(\mathbf L\) and \(\mathbf S\) change sign. The effect is \(\mathbf F\to\mathbf F\), \(\mathbf B\to-\mathbf B\).

The term quadratic in \(\mathbf B\) does not notice the sign of \(\mathbf B\) and is consistent with all three. Therefore

\[
O\,H(\mathbf F,\mathbf B)\,O^{-1}=H(sR\mathbf F,\ \tau R\mathbf B).
\]

Different fields give different Hamiltonians. If two pairs of fields gave the same \(H\), the parts odd under \(T\) would agree, which fixes \(\mathbf B\); the remaining terms then fix \(\mathbf F\). So \(O\) commutes with \(H\) if and only if

\[
sR\mathbf F=\mathbf F,\qquad \tau R\mathbf B=\mathbf B. \tag{1}
\]

## Solving the conditions

**Electric field.** The sign \(\tau\) is free, so \(T\) is a symmetry. For \(s=+1\), \(R\) is a rotation about \(\mathbf F\). For \(s=-1\), \(R\) must reverse \(\mathbf F\). Since \(\det R=1\), it then acts on the plane normal to \(\mathbf F\) with determinant \(-1\), that is, as a reflection of that plane. One direction \(\mathbf n\perp\mathbf F\) is kept and the other two axes are reversed: \(R\) is a half turn about \(\mathbf n\). Followed by \(P\), it is the reflection \(\sigma_v\) in the plane normal to \(\mathbf n\), which contains \(\mathbf F\). The unitary group is \(C_{\infty v}\).

**Magnetic field.** Now \(s\) is free, so \(P\) is a symmetry. For \(\tau=+1\), \(R\) is a rotation about \(\mathbf B\); with \(P\) these form \(C_{\infty h}\). For \(\tau=-1\), \(R\) is a half turn about an axis normal to \(\mathbf B\), accompanied by \(T\). Multiplied by \(P\), this operation is \(T\sigma_v\). Neither \(T\) nor \(\sigma_v\) is a symmetry alone.

**Parallel or antiparallel fields.** Along the common axis \(\hat{\mathbf z}\), (1) gives \(R\hat{\mathbf z}=s\hat{\mathbf z}=\tau\hat{\mathbf z}\), hence \(s=\tau\). The rotations \(C_\infty\) remain, together with \(T\sigma_v\).

**Perpendicular fields.** Take \(\mathbf F\) along \(x\) and \(\mathbf B\) along \(z\). Then \(R\hat{\mathbf x}=s\hat{\mathbf x}\), \(R\hat{\mathbf z}=\tau\hat{\mathbf z}\), and \(R\hat{\mathbf y}=R\hat{\mathbf z}\times R\hat{\mathbf x}=s\tau\,\hat{\mathbf y}\), so

\[
R=\mathrm{diag}(s,\ s\tau,\ \tau).
\]

The four sign choices give the identity, the reflection \(z\to-z\), a half turn about \(\mathbf F\) with \(T\), and the reflection \(y\to-y\) with \(T\). The mirror that works without \(T\) is the plane normal to \(\mathbf B\), not the plane containing both fields.

**Other angles.** Rotations preserve scalar products, so (1) gives \(\mathbf F\cdot\mathbf B=R\mathbf F\cdot R\mathbf B=s\tau\,\mathbf F\cdot\mathbf B\). As \(\mathbf F\cdot\mathbf B\neq0\), \(s=\tau\). For \(s=\tau=1\), \(R\) keeps two independent vectors and is the identity. For \(s=\tau=-1\), it reverses both and is the half turn about \(\mathbf F\times\mathbf B\). With \(P\) and \(T\) this is \(T\sigma\), where \(\sigma\) reflects in the plane of the two fields.

| Fields | Unitary group | With \(T\) | Good labels |
|---|---|---|---|
| \(\mathbf F\) | \(C_{\infty v}\) | \(T\) | \(M\), with \(\pm M\) degenerate; \(\sigma_v=\pm1\) when \(M=0\) |
| \(\mathbf B\) | \(C_{\infty h}\) | \(T\sigma_v\) | \(M\), \(P\) |
| parallel | \(C_\infty\) | \(T\sigma_v\) | \(M\) |
| perpendicular | \(C_s\) | \(T\sigma\) | sign under \(z\to-z\) |
| other angle | identity | \(T\sigma\) | none |

The column "With \(T\)" names one operation; the others containing \(T\) are its products with the unitary group. For half-integer spin a rotation by \(2\pi\) is \(-1\), and the groups are understood with this sign included.

## Why \(\mathbf F\) keeps \(\pm M\) together

Put \(\mathbf F\) along \(z\) and let \(\sigma=P e^{-i\pi J_y}\), the reflection \(y\to-y\). The half turn about \(y\) reverses \(J_z\) and \(P\) leaves it alone, so \(\sigma J_z=-J_z\sigma\). If \(H\psi=E\psi\) and \(J_z\psi=M\psi\), then

\[
H\sigma\psi=\sigma H\psi=E\,\sigma\psi,\qquad
J_z\sigma\psi=-\sigma J_z\psi=-M\,\sigma\psi .
\]

For \(M\neq0\), \(\psi\) and \(\sigma\psi\) are different states of equal energy. Time reversal also commutes with \(H\) and reverses \(J_z\), so it gives the same conclusion independently.

For \(M=0\), which needs an even number of electrons, nothing forces a pair. Instead \(\sigma^2=1\), and the state can be labelled by \(\sigma=\pm1\). A half turn about \(y\) sends \(\cos\theta\) to \(-\cos\theta\), hence the Legendre polynomial \(P_J(\cos\theta)\) to \((-1)^J\) times itself. Every \(|J,0\rangle\) rotates in the same way, so the label is the product of the parity and \((-1)^J\). It survives in the field although parity and \(J\) do not.

## Why \(\mathbf B\) separates them

In a magnetic field the surviving operation is \(K=T\sigma\). Its two factors each reverse \(J_z\), so \(K\) keeps \(M\) and cannot connect \(M\) with \(-M\).

Without a magnetic field, \(T\) makes every level of an odd number \(N\) of electrons degenerate, by pairing \(M\) with \(-M\). Could \(K\) likewise force a pair, now of two states with the same \(M\)? The argument used for \(T\) needs an antiunitary operator whose square is \(-1\). Here \(T^2=(-1)^N\), \(\sigma^2=e^{-2\pi iJ_y}=(-1)^N\), and \(T\) commutes with \(\sigma\), so

\[
K^2=T^2\sigma^2=+1 .
\]

Given an eigenstate \(\psi\), the state \(\phi=\psi+K\psi\) obeys \(K\phi=\phi\); if it vanishes, start from \(i\psi\). Since \(K\) also commutes with \(P\), \(\phi\) keeps the labels \(M\) and \(P\). It is therefore carried into a multiple of itself by every symmetry operation, and the level may be single. Two levels can still cross at particular field strengths, but no symmetry makes them coincide.

The same argument applies to parallel fields. For perpendicular fields the label is the eigenvalue of \(\sigma_h=Pe^{-i\pi J_z}\). For odd \(N\) it is \(\pm i\), and \(Z=i\sigma_h\) has the real values \(Z=P(-1)^{M-1/2}\) on states of definite \(P\) and \(M\). The field \(F\) along \(x\) changes \(M\) by \(\pm1\) and reverses \(P\), leaving \(Z\) unchanged. The operator \(K\) preserves this label too: for odd \(N\), \(K\sigma_hK^{-1}=-\sigma_h\), because two perpendicular half turns anticommute, and \(K\) also turns \(i\) into \(-i\). For even \(N\) both signs are absent.

## Does the choice of gauge matter?

A gauge change \(\mathbf A'=\mathbf A+\nabla\chi\), made wherever a momentum appears, gives \(H'=e^{-i\chi}He^{i\chi}\), because \(e^{-i\chi}\mathbf p\,e^{i\chi}=\mathbf p+\nabla\chi\). If \(O\) commutes with \(H\), then \(e^{-i\chi}Oe^{i\chi}\) commutes with \(H'\). The symmetry stays, but its operator may look different.

For one spinless electron and \(\mathbf B\) along \(z\), go from \(\mathbf A=\tfrac12B(-y,x,0)\) to \(\mathbf A'=B(-y,0,0)\). The difference is \(\nabla\chi=-\tfrac12B(y,x,0)\), so \(\chi=-\tfrac12Bxy\), and

\[
L_z'=L_z+x\,\partial_y\chi-y\,\partial_x\chi=L_z-\tfrac12B(x^2-y^2).
\]

It is \(L_z'\), not \(L_z\), that commutes with \(H'\). Parity keeps its form, since \(\chi\) is even.

With a displaced origin, \(\mathbf A'=\tfrac12\mathbf B\times(\mathbf r-\mathbf a)\), one has \(\chi=-\tfrac12(\mathbf B\times\mathbf a)\cdot\mathbf r\), which is odd. Moving \(P\) past \(e^{i\chi}\) reverses the exponent, so

\[
P'=e^{-i\chi}Pe^{i\chi}=e^{-2i\chi}P=e^{i(\mathbf B\times\mathbf a)\cdot\mathbf r}P .
\]

Unless \(\mathbf a\) is parallel to \(\mathbf B\), plain \(P\) fails to commute with this \(H'\), yet parity has not been broken.

## A worked example

One electron moves in \(V(r)=-(1+e^{-r})/r\), with spin-orbit energy \(\kappa(V'/r)\,\mathbf L\cdot\mathbf S\). The value \(\kappa=0.01\) is enlarged from \(\alpha^2/2=2.66\times10^{-5}\), where \(\alpha\) is the fine-structure constant, to make the splittings visible. The fields are \(F=0.001\) (\(5.14\times10^8\) V/m) and \(B=0.002\) (470 T). This magnetic field is far beyond what static laboratory magnets reach; the symmetry statements do not depend on the field strengths. Energies below are in millihartree and belong to a finite basis with \(l\le3\) and 10 radial functions for each \(l\). They are values for this basis, not converged levels: near the nucleus the spin-orbit term varies as \(1/r^3\) and is attractive for \(J=l-\tfrac12\), so it outweighs the centrifugal term there and a complete radial basis would give no lowest energy. Going from 10 to 80 radial functions lowers the field-free \(J=\tfrac12\) level by 0.020 millihartree and the \(J=\tfrac32\) level by 0.002. With 25 radial functions the perpendicular-field values 0.447 and 0.320 quoted below become 0.450 and about 0.31, while the spinless energies and the separation 4.002 keep the digits shown. In an electric field the true levels can ionize and are resonances; the symmetry statements concern the operator \(H\).

Without fields the six 2p-like states form a pair at \(-150.149\) and a quartet at \(-147.545\), as expected for \(J=\tfrac12\) and \(J=\tfrac32\).

**Electric field.** There are three pairs: \(|M|=\tfrac12\) at \(-150.140\), \(\tfrac32\) at \(-147.584\), and \(\tfrac12\) at \(-147.497\). The mean parity of the last pair is \(-0.993\), so its even-parity weight is \((1-0.993)/2\approx0.0035\): small, but parity is no longer good. With spin left out, \(m=\pm1\) coincide at \(-148.409\) while \(m=0\) stands alone at \(-148.279\).

**Magnetic field.** All six states are separate, with parity \(-1\) and sharp \(M\). The states \(M=\pm\tfrac32\) lie at \(-145.536\) and \(-149.538\), a separation of 4.002. To first order they have \(m=\pm1\), \(m_s=\pm\tfrac12\) and equal quadratic shifts, so the expected separation is

\[
B\left(1+\tfrac12g_s\right)=0.002\times2.00116=0.004002\ \text{hartree}.
\]

This agreement refers to \(H\) as written. The dropped term \(\kappa(V'/r)(\mathbf r\times\mathbf A)\cdot\mathbf S\) obeys the same transformation law, but at the enlarged \(\kappa\) it would add about 0.003 millihartree to the separation.

**Parallel fields.** \(M\) remains sharp and the six states remain separate. The mean parities now range from \(-0.999\) to \(-0.992\).

**Perpendicular fields.** \(Z\) is \(\pm1\) in every state, while \(M\) and \(P\) are both blurred. The largest blurring of \(M\) is in the states at \(-149.875\) and \(-149.502\), whose mean \(M\) values are \(0.447\) and \(-1.447\). Both have \(Z=-1\), so they may mix. If the first is mainly \(M=\tfrac12\) with a weight \(w\) of \(M=-\tfrac32\), then \(0.5-2w=0.447\) gives \(w\approx0.026\). The spread of \(M\) would be \(2\sqrt{w(1-w)}\approx0.32\), which agrees with the computed 0.320.

**Fields at 45°.** None of \(M\), \(P\) and \(Z\) is sharp, and the levels are single.

The numerical check also compares (1) with direct commutation for the rotations of a cube, with and without \(P\) and \(T\). Either field alone, directed along a fourfold axis of the cube, leaves 8 unitary and 8 antiunitary operations. The counts agree, but the operations differ: mirrors containing the axis for \(\mathbf F\), inversion for \(\mathbf B\).

## Extra degeneracies

The groups above give the degeneracies that rotations, \(P\) and \(T\) enforce in a general atom. A special \(H_0\) can have more. Nonrelativistic hydrogen already has equal energies for 2s and 2p without a field. If spin-orbit coupling is neglected, the spins can be rotated separately from the orbits; \(S\) and the spin component along \(\mathbf B\) are then good labels even in perpendicular fields, because spin enters \(H\) through \(\mathbf B\cdot\mathbf S\) alone.

## Computed results

```
basis: l <= 3, 10 radial functions, 320 states
radial decay constant = 0.8 1/bohr
kappa = 0.01 a.u.; alpha^2/2 = 2.663e-05 a.u.
electron g = 2.002319
F = 0.001 a.u. = 5.1422e+08 V/m
B = 0.002 a.u. = 470.10 T
square of reflection on spin-1/2 states = -1
square of T on spin-1/2 states = -1
square of T*reflection on spin-1/2 states = +1
spinless electron in F, five lowest states:
  E (mE_h) -1287.0752 -183.4900 -148.4092 -148.4092 -148.2786
  |m|          0.0000    0.0000    1.0000    1.0000    0.0000
2p-like states; n = (unitary, antiunitary) cube symmetries,
g = multiplicities of the ten lowest states:
no field: n = (48, 48), g = [2, 2, 2, 4]
  E (mE_h)  -150.1491 -150.1491 -147.5452 -147.5452 -147.5452 -147.5452
  mean M      -0.5000    0.5000   -1.5000   -0.5000    0.5000    1.5000
  spread M     0.0000    0.0000    0.0000    0.0000    0.0000    0.0000
  mean P      -1.0000   -1.0000   -1.0000   -1.0000   -1.0000   -1.0000
  mean Z       1.0000   -1.0000   -1.0000    1.0000   -1.0000    1.0000
F along z: n = (8, 8), g = [2, 2, 2, 2, 2]
  E (mE_h)  -150.1401 -150.1401 -147.5836 -147.5836 -147.4974 -147.4974
  mean M      -0.5000    0.5000   -1.5000    1.5000   -0.5000    0.5000
  spread M     0.0000    0.0000    0.0000    0.0000    0.0000    0.0000
  mean P      -0.9961   -0.9961   -0.9992   -0.9992   -0.9929   -0.9929
  mean Z       0.9961   -0.9961   -0.9992    0.9992    0.9929   -0.9929
B along z: n = (8, 8), g = [1, 1, 1, 1, 1, 1, 1, 1, 1, 1]
  E (mE_h)  -150.5706 -149.8831 -149.5382 -148.1116 -146.7992 -145.5358
  mean M      -0.5000    0.5000   -1.5000   -0.5000    0.5000    1.5000
  spread M     0.0000    0.0000    0.0000    0.0000    0.0000    0.0000
  mean P      -1.0000   -1.0000   -1.0000   -1.0000   -1.0000   -1.0000
  mean Z       1.0000   -1.0000   -1.0000    1.0000   -1.0000    1.0000
F, B along z: n = (4, 4), g = [1, 1, 1, 1, 1, 1, 1, 1, 1, 1]
  E (mE_h)  -150.5364 -149.8917 -149.5765 -148.0891 -146.7337 -145.5742
  mean M      -0.5000    0.5000   -1.5000   -0.5000    0.5000    1.5000
  spread M     0.0000    0.0000    0.0000    0.0000    0.0000    0.0000
  mean P      -0.9943   -0.9974   -0.9992   -0.9947   -0.9917   -0.9992
  mean Z       0.9943   -0.9974   -0.9992    0.9947   -0.9917    0.9992
F along x, B along z: n = (2, 2), g = [1, 1, 1, 1, 1, 1, 1, 1, 1, 1]
  E (mE_h)  -150.5730 -149.8752 -149.5018 -148.1150 -146.8251 -145.5113
  mean M      -0.4987    0.4474   -1.4467   -0.4982    0.4994    1.4974
  spread M     0.0444    0.3196    0.3190    0.0557    0.0352    0.0640
  mean P      -0.9968   -0.9968   -0.9931   -0.9967   -0.9983   -0.9947
  mean Z       1.0000   -1.0000   -1.0000    1.0000   -1.0000    1.0000
F at 45 deg to B: n = (1, 1), g = [1, 1, 1, 1, 1, 1, 1, 1, 1, 1]
  E (mE_h)  -150.5556 -149.8816 -149.5409 -148.1012 -146.7806 -145.5417
  mean M      -0.4999    0.4831   -1.4824   -0.4990    0.5006    1.4978
  spread M     0.0516    0.1797    0.1798    0.0490    0.0431    0.0531
  mean P      -0.9957   -0.9969   -0.9964   -0.9956   -0.9952   -0.9968
  mean Z       0.9938   -0.9969   -0.9961    0.9948   -0.9932    0.9975
```
